# Exchange gap of a filling-one layer near a metal gate: a numerical check

```python
"""
Result under test: exchange gap of a filling-one electron layer near a metal gate,
    gap(d) = sqrt(pi/2) * U * [1 - exp(2 d^2/l^2) erfc(sqrt(2) d/l)].
d: distance from layer to gate; l: magnetic length; U = e^2/(4 pi eps l).
The gap is the interaction energy of one reversed spin whose electron and hole
are far apart, in the lowest Landau level. Zeeman energy is not included.
In the tests lengths are in l and energies in U; q is a wave number.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import expm, solve_banded
from scipy.optimize import brentq
from scipy.special import erfcx, gammaln, j0, jv


def reduction_factor(d):
    # erfcx(x) = exp(x^2) erfc(x), free of overflow
    return 1.0 - erfcx(np.sqrt(2.0) * d)


def gauss_grid(lower, upper, count):
    x, w = np.polynomial.legendre.leggauss(count)
    return 0.5 * (upper - lower) * (x + 1) + lower, 0.5 * (upper - lower) * w


def gate_form(q, d):
    return -np.expm1(-2.0 * q * d)


BARE = np.sqrt(np.pi / 2.0)
q_grid, q_weight = gauss_grid(0.0, 10.0, 400)
gauss_q = np.exp(-q_grid**2 / 2)

# ---- Test: gated interaction from the Poisson equation with a grounded plane
poisson_error = 0.0
for d, q in [(1.0, 0.7), (0.5, 1.5), (2.0, 0.4)]:
    h = d / 400
    count = int((d + 25.0 / q) / h)
    bands = np.zeros((3, count))
    bands[0, 1:] = -1 / h**2
    bands[1] = 2 / h**2 + q**2
    bands[2, :-1] = -1 / h**2
    source = np.zeros(count)
    source[399] = 4 * np.pi / h          # grid point at height d above the gate
    potential = solve_banded((1, 1), bands, source)[399]
    formula = 2 * np.pi * gate_form(q, d) / q
    poisson_error = max(poisson_error, abs(potential / formula - 1))
assert poisson_error < 1e-4              # second-order grid error

# ---- Test: Fourier transform of the charge-plus-image potential
r_line = np.linspace(0.0, 2000.0, 200001)
for d, q in [(1.0, 0.7), (0.5, 1.5)]:
    image_part = 1 - r_line / np.sqrt(r_line**2 + 4 * d**2)
    transform = 2 * np.pi * simpson(image_part * j0(q * r_line), x=r_line)
    assert abs(transform - 2 * np.pi * gate_form(q, d) / q) < 2e-5


# ---- Test: density matrix of the filled level from its orbitals
def radial_orbital(m, r):
    log_norm = 0.5 * (np.log(2 * np.pi) + m * np.log(2.0) + gammaln(m + 1))
    return np.exp(m * np.log(r) - r**2 / 4 - log_norm)


point_a, point_b = 1.1 + 0.4j, -0.3 + 1.6j
density_matrix = sum(
    radial_orbital(m, abs(point_a)) * radial_orbital(m, abs(point_b))
    * np.exp(1j * m * (np.angle(point_a) - np.angle(point_b)))
    for m in range(60))
expected = np.exp(-abs(point_a - point_b)**2 / 2) / (2 * np.pi)**2
assert abs(abs(density_matrix)**2 / expected - 1) < 1e-10

# ---- Test: exchange sum over explicit orbitals, for two choices of orbital
r_grid, r_weight = gauss_grid(0.0, 16.0, 300)
q_small, q_small_weight = gauss_grid(0.0, 9.0, 60)
qr = np.outer(q_small, r_grid)
d_test = 0.8
orbital_sums = []
for m in (0, 3):
    strength = np.zeros_like(q_small)
    for other in range(41):
        product = radial_orbital(m, r_grid) * radial_orbital(other, r_grid)
        element = 2 * np.pi * jv(abs(other - m), qr) @ (r_weight * r_grid * product)
        strength += element**2
    orbital_sums.append(np.sum(q_small_weight * gate_form(q_small, d_test) * strength))
for value in orbital_sums:
    assert abs(value - BARE * reduction_factor(d_test)) < 1e-7


# ---- Test: closed form against the real-space exchange integral, and limits
def real_space_gap(d):
    def integrand(r):
        return np.exp(-r**2 / 2) * (1 - r / np.sqrt(r**2 + 4 * d**2))
    split = min(4 * d, 5.0)
    return (quad(integrand, 0, split, epsabs=1e-12, limit=300)[0]
            + quad(integrand, split, 40, epsabs=1e-12, limit=300)[0])


table_distances = [0.25, 0.5, 1.0, 2.0, 4.0]
closed_error = max(abs(real_space_gap(d) - BARE * reduction_factor(d))
                   for d in table_distances + [0.001, 50.0])
assert closed_error < 1e-8
assert abs(real_space_gap(0.001) / (2 * 0.001) - 1) < 0.01
assert abs((BARE - real_space_gap(50.0)) * 2 * 50.0 - 1) < 0.001

# ---- Test: one-flip spectrum of a many-electron torus in the projected level
flux = 4
mode_count = 2 * flux
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for mode in range(mode_count):
    operator = np.eye(1)
    for site in range(mode_count):
        factor = parity if site < mode else (lower if site == mode else np.eye(2))
        operator = np.kron(operator, factor)
    annihilate.append(operator)
occupation = np.array([np.diag(c.T @ c) for c in annihilate])
up_number = occupation[:flux].sum(axis=0)
down_number = occupation[flux:].sum(axis=0)
hop = np.array([[annihilate[i].T @ annihilate[j]
                 + annihilate[i + flux].T @ annihilate[j + flux]
                 for j in range(flux)] for i in range(flux)])
shift = np.roll(np.eye(flux), 1, axis=0)
clock = np.diag(np.exp(2j * np.pi * np.arange(flux) / flux))
area = 2 * np.pi * flux
torus_modes = []
for a in range(-7, 8):
    for b in range(-7, 8):
        if a or b:
            q = np.sqrt(2 * np.pi / flux * (a * a + b * b))
            weight = 2 * np.pi * gate_form(q, d_test) / q * np.exp(-q * q / 2) / area
            torus_modes.append((a, b, weight))


def torus_energies(n_up, n_down):
    states = np.where((np.round(up_number) == n_up)
                      & (np.round(down_number) == n_down))[0]
    local_hop = hop[:, :, states][:, :, :, states]
    hamiltonian = np.zeros((len(states), len(states)), complex)
    for a, b, weight in torus_modes:
        guiding = (np.linalg.matrix_power(shift, a % flux)
                   @ np.linalg.matrix_power(clock, b % flux))
        density = np.einsum('ij,ijkl->kl', guiding, local_hop)
        hamiltonian += 0.5 * weight * (density @ density.conj().T
                                       - (n_up + n_down) * np.eye(len(states)))
    return np.linalg.eigvalsh(hamiltonian)


flip_spectrum = torus_energies(flux - 1, 1) - torus_energies(flux, 0)[0]
pair_formula = np.sort([
    sum(w * (1 - np.cos(2 * np.pi * (a * s - b * t) / flux)) for a, b, w in torus_modes)
    for s in range(flux) for t in range(flux)])
torus_error = np.max(abs(np.sort(flip_spectrum) - pair_formula))
assert len(flip_spectrum) == flux**2 and torus_error < 1e-10


# ---- Test: electron-hole attraction at large separation, and small-k curvature
def attraction(separation, d):
    return np.sum(q_weight * gate_form(q_grid, d) * gauss_q * j0(q_grid * separation))


def pair_energy(k, d):
    return np.sum(q_weight * gate_form(q_grid, d) * gauss_q * (1 - j0(q_grid * k)))


def texture_pair_energy(d):
    # 8 pi times spin stiffness
    return 0.5 * np.sum(q_weight * q_grid**2 * gate_form(q_grid, d) * gauss_q)


assert abs(attraction(40.0, 1.0) / (2 / 40.0**3) - 1) < 0.01
assert abs(2 * pair_energy(0.01, 1.0) / 0.01**2 / texture_pair_energy(1.0) - 1) < 1e-3
log_r = np.linspace(-15, 15, 20001)
angle = 2 * np.arctan(np.exp(-log_r))    # spin texture of one unit of winding
texture = np.pi * simpson(np.gradient(angle, log_r)**2 + np.sin(angle)**2, x=log_r)
assert abs(texture / (4 * np.pi) - 1) < 1e-5

# ---- Test: inter-level form factors used in the level-mixing estimate
ladder = np.diag(np.sqrt(np.arange(1, 80)), 1)
displaced = expm(1j * 1.3 * (ladder + ladder.T) / np.sqrt(2))[:, 0]
levels = np.arange(12)
x_value = 1.3**2 / 2
poisson_law = np.exp(-x_value + levels * np.log(x_value) - gammaln(levels + 1))
assert np.max(abs(abs(displaced[:12])**2 - poisson_law)) < 1e-10


# ---- Estimates beyond the ideal model
def thick_form(d, width):
    z = (np.arange(200) + 0.5) / 200 * width - width / 2
    profile = np.cos(np.pi * z / width)**2
    profile /= profile.sum()
    distance = abs(z[:, None] - z[None, :])
    direct = np.array([profile @ np.exp(-q * distance) @ profile for q in q_grid])
    if np.isinf(d):
        return direct
    image = np.exp(-2 * q_grid * d) * (np.exp(-np.outer(q_grid, z)) @ profile)**2
    return direct - image


assert abs(np.sum(q_weight * gauss_q * thick_form(1.0, 1e-4))
           - BARE * reduction_factor(1.0)) < 1e-3   # residual finite width

n_values = np.arange(1, 121)[:, None]
x_grid = q_grid**2 / 2
level_sum = np.sum(np.exp(-x_grid + n_values * np.log(x_grid)
                          - gammaln(n_values + 1)) / n_values, axis=0)


def screened_gap(form, mixing):
    dielectric = 1 + 2 * mixing * form * level_sum / q_grid
    return np.sum(q_weight * gauss_q * form / dielectric)


assert abs(screened_gap(gate_form(q_grid, 1.0), 0.0)
           - BARE * reduction_factor(1.0)) < 1e-10

# ---- Worked example: round model parameters
field, permittivity, mass_ratio, g_size = 10.0, 13.0, 0.067, 0.4
gate_nm, width_nm, temperature = 20.0, 10.0, 1.0
mobility_cm2, barrier_ev = 1.0e6, 0.25
mev = 1e-3 * const.e
mass = mass_ratio * const.m_e
length = np.sqrt(const.hbar / (const.e * field))
length_nm = length * 1e9
density = 1 / (2 * np.pi * length**2)
coulomb = const.e**2 / (4 * np.pi * const.epsilon_0 * permittivity * length) / mev
ratio = gate_nm / length_nm
factor = reduction_factor(ratio)
gap_free, gap_gated = BARE * coulomb, BARE * coulomb * factor
cyclotron = const.hbar * const.e * field / mass / mev
mixing = coulomb / cyclotron
zeeman = g_size * const.physical_constants['Bohr magneton'][0] * field / mev
thermal = const.k * temperature / mev

ideal_form = gate_form(q_grid, ratio)
open_form = np.ones_like(q_grid)
wide_gated = thick_form(ratio, width_nm / length_nm)
wide_open = thick_form(np.inf, width_nm / length_nm)
mixed_gated = screened_gap(ideal_form, mixing)
mixed_open = screened_gap(open_form, mixing)
width_gated, width_open = screened_gap(wide_gated, 0), screened_gap(wide_open, 0)
both_gated, both_open = screened_gap(wide_gated, mixing), screened_gap(wide_open, mixing)

k_grid, k_weight = gauss_grid(0.0, 3.0, 200)
wave_energy = coulomb * np.array([pair_energy(k, ratio) for k in k_grid])
reversed_spins = np.sum(k_weight * k_grid / np.expm1((wave_energy + zeeman) / thermal))

scattering_time = mass * mobility_cm2 * 1e-4 / const.e
broadening = np.sqrt(cyclotron * const.hbar / scattering_time / mev)
gate_field = const.e * density / (const.epsilon_0 * permittivity)
barrier_width = (gate_nm - width_nm / 2) * 1e-9
barrier_low = barrier_ev - gate_field * barrier_width
decay = np.sqrt(2 * mass * barrier_low * const.e) / const.hbar
transmission = np.exp(-2 * decay * barrier_width)
attempt_rate = const.hbar * np.pi / (2 * mass * (width_nm * 1e-9)**2)
escape_width = const.hbar * attempt_rate * transmission / mev
plane_shift = gap_free * (reduction_factor((gate_nm + 0.1) / length_nm) - factor)
half_distance = brentq(lambda d: reduction_factor(d) - 0.5, 0.01, 5)

print("TESTS")
print(f"Poisson grid, largest relative error: {poisson_error:.1e}")
print(f"orbital exchange sum, d/l={d_test}, m=0: {orbital_sums[0]:.6f} U")
print(f"orbital exchange sum, d/l={d_test}, m=3: {orbital_sums[1]:.6f} U")
print(f"closed formula, d/l={d_test}: {BARE * reduction_factor(d_test):.6f} U")
print(f"real-space integral, largest error: {closed_error:.1e} U")
print(f"torus one-flip spectrum, largest error: {torus_error:.1e} U")
print("TABLE")
for d in table_distances:
    print(f"d/l={d:.2f}: factor {reduction_factor(d):.4f}, gap {real_space_gap(d):.4f} U")
print(f"factor is one half at d/l = {half_distance:.4f}")
print("EXAMPLE INPUTS")
print(f"field {field:.0f} T, relative permittivity {permittivity:.0f}")
print(f"mass {mass_ratio} m_e, size of g {g_size}, temperature {temperature:.0f} K")
print(f"gate distance {gate_nm:.0f} nm, well width {width_nm:.0f} nm")
print(f"mobility {mobility_cm2:.1e} cm2/Vs, barrier {barrier_ev} eV")
print("EXAMPLE RESULTS")
print(f"magnetic length: {length_nm:.3f} nm")
print(f"density at filling one: {density * 1e-4:.3e} cm^-2")
print(f"d/l: {ratio:.4f}; sqrt(2) d/l: {np.sqrt(2) * ratio:.4f}")
print(f"Coulomb energy U: {coulomb:.3f} meV")
print(f"removed fraction: {1 - factor:.4f}; reduction factor: {factor:.4f}")
print(f"gap without gate: {gap_free:.3f} meV")
print(f"gap with gate: {gap_gated:.3f} meV = {gap_gated * mev / const.k:.1f} K")
print(f"lowering by gate: {gap_free - gap_gated:.3f} meV")
print(f"far-gate estimate of lowering: {coulomb / (2 * ratio):.3f} meV")
print("NEGLECTED EFFECTS")
print(f"cyclotron energy: {cyclotron:.2f} meV; U/cyclotron: {mixing:.3f}")
print(f"level mixing: gap {mixed_gated * coulomb:.2f} meV, "
      f"factor {mixed_gated / mixed_open:.4f}")
print(f"well width: gap {width_gated * coulomb:.2f} meV, "
      f"factor {width_gated / width_open:.4f}")
print(f"both together: gap {both_gated * coulomb:.2f} meV, "
      f"factor {both_gated / both_open:.4f}")
print(f"large skyrmion pair, no Zeeman: {texture_pair_energy(ratio) * coulomb:.2f} meV")
print(f"Zeeman energy: {zeeman:.3f} meV; thermal energy: {thermal:.4f} meV")
print(f"thermally reversed spins per electron: {reversed_spins:.2e}")
print(f"disorder broadening: {broadening:.2f} meV")
print(f"field of the layer charge: {gate_field * 1e-8:.4f} MV/cm")
print(f"lowest barrier: {barrier_low:.3f} eV; transmission: {transmission:.1e}")
print(f"tunnelling width of level: {escape_width:.1e} meV")
print(f"gap change for 0.1 nm larger d: {plane_shift:.4f} meV")
print(f"gap with permittivity 12: {gap_gated * permittivity / 12:.2f} meV")
print("OK")
```

It prints:

```
TESTS
Poisson grid, largest relative error: 5.7e-07
orbital exchange sum, d/l=0.8, m=0: 0.759274 U
orbital exchange sum, d/l=0.8, m=3: 0.759274 U
closed formula, d/l=0.8: 0.759274 U
real-space integral, largest error: 7.7e-16 U
torus one-flip spectrum, largest error: 9.4e-16 U
TABLE
d/l=0.25: factor 0.3008, gap 0.3769 U
d/l=0.50: factor 0.4768, gap 0.5976 U
d/l=1.00: factor 0.6638, gap 0.8319 U
d/l=2.00: factor 0.8112, gap 1.0167 U
d/l=4.00: factor 0.9018, gap 1.1302 U
factor is one half at d/l = 0.5438
EXAMPLE INPUTS
field 10 T, relative permittivity 13
mass 0.067 m_e, size of g 0.4, temperature 1 K
gate distance 20 nm, well width 10 nm
mobility 1.0e+06 cm2/Vs, barrier 0.25 eV
EXAMPLE RESULTS
magnetic length: 8.113 nm
density at filling one: 2.418e+11 cm^-2
d/l: 2.4652; sqrt(2) d/l: 3.4863
Coulomb energy U: 13.653 meV
removed fraction: 0.1559; reduction factor: 0.8441
gap without gate: 17.111 meV
gap with gate: 14.444 meV = 167.6 K
lowering by gate: 2.667 meV
far-gate estimate of lowering: 2.769 meV
NEGLECTED EFFECTS
cyclotron energy: 17.28 meV; U/cyclotron: 0.790
level mixing: gap 10.54 meV, factor 0.8278
well width: gap 11.63 meV, factor 0.8130
both together: gap 9.02 meV, factor 0.8020
large skyrmion pair, no Zeeman: 8.46 meV
Zeeman energy: 0.232 meV; thermal energy: 0.0862 meV
thermally reversed spins per electron: 7.24e-04
disorder broadening: 0.55 meV
field of the layer charge: 0.0337 MV/cm
lowest barrier: 0.200 eV; transmission: 1.9e-08
tunnelling width of level: 3.4e-07 meV
gap change for 0.1 nm larger d: 0.0124 meV
gap with permittivity 12: 15.65 meV
OK
```
